# Thermal enhancement of field emission through an oxide barrier

**A small thermal energy and a visible effect.** Take a metal gate that injects electrons into silicon dioxide over a barrier of 3.2 eV, in a field of 8 MV/cm. At 300 K the thermal energy is $kT=0.02585$ eV, so the barrier is about 124 times $kT$, and activation over its top would carry a factor of order $e^{-124}$. Yet the tunnelling current calculated at 300 K is 29 % larger than at absolute zero. The energy that must be compared with $kT$ is evidently not the barrier height.

## First case: one direction of motion

Let $\epsilon$ be the electron energy measured from the emitter Fermi level, and let $e$ and the field $F$ be positive. The barrier starts at height $\phi$ at the interface $z=0$ and falls as $\phi-eFz$. For motion along $z$ alone, an electron of energy $\epsilon$ sees a triangle of height $b=\phi-\epsilon$. With tunnelling mass $m$ in the oxide, the WKB transmission is $D=e^{-G(b)}$, where

$$
G(b)=\frac{2\sqrt{2m}}{\hbar}\int_0^{b/eF}\sqrt{b-eFz}\,dz .
$$

The substitution $v=b-eFz$, $dz=-dv/eF$, turns the integral into $\frac{1}{eF}\int_0^b v^{1/2}dv=2b^{3/2}/(3eF)$. Hence

$$
G(b)=\frac{4\sqrt{2m}\,b^{3/2}}{3\hbar eF},\qquad
\frac{dG}{db}=\frac{2\sqrt{2mb}}{\hbar eF}.
$$

Near the Fermi level, $G(\phi-\epsilon)\simeq G(\phi)-\epsilon\,G'(\phi)$. The linearised transmission is therefore

$$
D(\epsilon)=D_F\,e^{\epsilon/d},\qquad D_F=e^{-G(\phi)},\qquad
d=\frac{\hbar eF}{2\sqrt{2m\phi}} .
$$

This $d$ is the tunnelling energy scale: an electron that gains $d$ tunnels $e$ times more readily. With the decay constant at the interface, $\kappa_0=\sqrt{2m\phi}/\hbar$, it reads $d=eF/2\kappa_0$.

For the example take $m=0.42$ free-electron masses. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$
\kappa_0=\sqrt{\frac{0.42\times3.2}{0.0381}}=5.94\ \text{nm}^{-1},\qquad
d=\frac{0.8\ \text{eV/nm}}{2\times5.94\ \text{nm}^{-1}}=0.0673\ \text{eV}.
$$

At 300 K this gives $x=kT/d=0.02585/0.06735=0.384$. The thermal energy is thus a sizeable fraction of the scale on which tunnelling changes.

In one dimension, the density of states and the velocity cancel in the usual way, and the current is $(2e/h)\int f(\epsilon)D(\epsilon)\,d\epsilon$, with the factor 2 for spin and $f=1/(1+e^{\epsilon/kT})$. The emitter band is taken as deep, so the lower limit may go to $-\infty$, and nothing returns from the collector. At $T=0$ the states below $\epsilon=0$ are filled and

$$
\int_{-\infty}^{0}e^{\epsilon/d}\,d\epsilon=d .
$$

**Why heating raises the current.** The Fermi function fills a state at $+\epsilon$ by the same amount as it empties the state at $-\epsilon$, because $1-f(-\epsilon)=f(\epsilon)$. Each such transfer gains $e^{\epsilon/d}$ and loses $e^{-\epsilon/d}$. The change of the integral is

$$
\int_0^\infty \frac{2\sinh(\epsilon/d)}{1+e^{\epsilon/kT}}\,d\epsilon>0 .
$$

For $kT\ll d$, replace $\sinh(\epsilon/d)$ by $\epsilon/d$ and use $\int_0^\infty t\,dt/(1+e^t)=\pi^2/12$. The change is $\pi^2(kT)^2/6d$. Divided by the zero-temperature value $d$, it gives

$$
\frac{J(T)}{J(0)}\simeq1+\frac{\pi^2x^2}{6}.
$$

At 300 K this is $1+1.645\times0.1474=1.242$. Most of the 29 % is already there, but $x$ is too large for the first term to suffice.

## The full thermal average

Put $t=\epsilon/kT$. The integral becomes $kT\,I(x)$ with

$$
I(x)=\int_{-\infty}^{\infty}\frac{e^{xt}}{1+e^t}\,dt .
$$

For $t\to-\infty$ the integrand falls as $e^{xt}$, which requires $x>0$. For $t\to+\infty$ it falls as $e^{-(1-x)t}$, which requires $x<1$. The integral exists for $0<x<1$.

Consider the rectangle in the complex $t$ plane with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$, traversed anticlockwise. On the right side the integrand is at most $e^{xR}/(e^R-1)$, and on the left side at most $e^{-xR}/(1-e^{-R})$. Both vanish as $R\to\infty$, while the sides keep length $2\pi$. On the upper side $e^t$ is unchanged by the shift $2\pi i$ and $e^{xt}$ gains $e^{2\pi ix}$. That side runs backwards, so it contributes $-e^{2\pi ix}I$.

One pole lies inside, at $t=i\pi$. The derivative of $1+e^t$ there is $e^{i\pi}=-1$, and the residue is $-e^{i\pi x}$. The residue theorem gives

$$
(1-e^{2\pi ix})I=-2\pi i\,e^{i\pi x}.
$$

Divide both sides by $e^{i\pi x}$. The bracket becomes $e^{-i\pi x}-e^{i\pi x}=-2i\sin\pi x$, so

$$
I(x)=\frac{\pi}{\sin\pi x}.
$$

The ratio to the zero-temperature integral is $kT\,I/d=xI$, that is

$$
\boxed{\frac{J(T)}{J(0)}=\frac{\pi x}{\sin\pi x},\qquad x=\frac{kT}{d},\quad0<x<1.}
$$

Two limits and one special value test it.

- For small $x$, $\sin\pi x=\pi x-(\pi x)^3/6+\dots$ returns $1+\pi^2x^2/6$, as found from the transfer argument.
- At $x=1/2$, multiply numerator and denominator of the integrand by $e^{-t/2}$. It becomes $1/[2\cosh(t/2)]$, and with $t=2v$ the integral is $\int dv/\cosh v=\pi$. The formula also gives $\pi/\sin(\pi/2)=\pi$.
- For $x\to1$, $\sin\pi x=\sin\pi(1-x)\simeq\pi(1-x)$, so the factor grows as $1/(1-x)$. This is the contribution of the slowly falling upper tail.

At 300 K, $\pi x=1.206$ and $\sin\pi x=0.934$, so the factor is $1.206/0.934=1.291$. This is the 29 % of the opening.

## Generalisation to three dimensions

Let the transverse wave vector $\mathbf k$ be conserved at a smooth interface. In the oxide, transverse motion costs $E_\perp=\hbar^2k^2/2m$, so an electron of total energy $\epsilon$ faces the normal barrier $\phi+E_\perp-\epsilon$. The oxide mass appears here because the barrier is a property of the oxide band at that $\mathbf k$. Summing the one-dimensional currents over $\mathbf k$ gives

$$
J=\frac{2e}{h}\int d\epsilon\,f(\epsilon)\int\frac{d^2k}{(2\pi)^2}\,
e^{-G(\phi+E_\perp-\epsilon)} .
$$

With the linearised exponent, the transverse factor separates. Since $d^2k=\pi\,d(k^2)$,

$$
\int\frac{d^2k}{(2\pi)^2}e^{-\hbar^2k^2/2md}
=\frac{1}{4\pi}\,\frac{2md}{\hbar^2}=\frac{md}{2\pi\hbar^2}.
$$

Using $h=2\pi\hbar$,

$$
J(T)=\frac{emd\,D_F}{2\pi^2\hbar^3}\int f(\epsilon)e^{\epsilon/d}d\epsilon
=\frac{emd^2D_F}{2\pi^2\hbar^3}\,\frac{\pi x}{\sin\pi x}.
$$

The transverse sum changes the size of the current but adds no temperature dependence. The one-dimensional ratio survives because an exponential of a sum is a product.

At $T=0$, insert $d^2=\hbar^2e^2F^2/(8m\phi)$. The mass cancels from the prefactor:

$$
J(0)=\frac{e^3F^2}{16\pi^2\hbar\phi}\,D_F .
$$

This is the Fowler–Nordheim form for a triangular barrier. For the example $G(\phi)=\tfrac43\kappa_0\phi/eF=\tfrac43\times5.94\times4.00=31.7$, and $D_F=1.75\times10^{-14}$. The prefactor is $3.08\times10^7$ A/cm², so $J(0)=5.4\times10^{-7}$ A/cm². At 300 K the linearised current is $1.291$ times this, $7.0\times10^{-7}$ A/cm².

Two idealisations can be sized roughly by extending the linear exponent far below the Fermi level; the powers of ten are then only indicative. With an emitter Fermi energy of 10 eV, the band bottom enters with relative weight of order $e^{-E_F/d}\approx10^{-65}$. With 8 V across a 10 nm film, return flow from the collector has weight of order $e^{-eV/d}\approx10^{-52}$. The WKB action through the film gives still smaller weights, about $10^{-73}$ and $10^{-63}$. Both are negligible for this one-band barrier. Energies so deep lie beyond the oxide gap, where its valence band, not included here, would have to be considered.

## Which electrons carry the current

The transverse factor does not depend on $\epsilon$, so the distribution of emitted electrons over total energy is proportional to $f(\epsilon)e^{\epsilon/d}$. Its logarithm has slope $1/d-(1-f)/kT$. The slope vanishes where $1-f=x$, or $e^{\epsilon/kT}=x/(1-x)$. The peak is therefore at

$$
\epsilon_{\rm peak}=kT\ln\frac{x}{1-x}.
$$

For the moments, define $Z(s)=\int f(\epsilon)e^{s\epsilon}d\epsilon=\pi kT/\sin(\pi kTs)$. The first and second derivatives of $\ln Z$ at $s=1/d$ are the mean and the variance:

$$
\langle\epsilon\rangle=-\pi kT\cot\pi x,\qquad
\sigma_\epsilon=\frac{\pi kT}{\sin\pi x}.
$$

As $T\to0$ these become $-d$ and $d$, as expected for an exponential that ends at the Fermi level. Since $\pi kT=\pi xd$, the standard deviation equals $d$ times the thermal factor: in this linearised model the current and the energy spread grow together.

At 300 K the peak lies at $-0.012$ eV, the mean at $-0.031$ eV and the standard deviation is 0.087 eV. At 400 K, where $x=0.512$, the mean has just passed the Fermi level, at $+0.004$ eV. The cotangent changes sign at $x=1/2$. At 500 K the mean is 0.064 eV and the standard deviation 0.150 eV. These energies are all small beside 3.2 eV, but the linear exponent also needs the quadratic term, derived next, to stay small compared with one.

## Curvature of the exponent

The electron's energy for normal tunnelling is $w=\epsilon-E_\perp$. Because $G(\phi)=2\phi/3d$, the next term follows from

$$
G(\phi-w)=\frac{2\phi}{3d}\left(1-\frac w\phi\right)^{3/2}
=G(\phi)-\frac wd+\frac{w^2}{4\phi d}+\dots
$$

The quadratic term lowers the transmission on both sides of the Fermi level. To leading order it multiplies the current by $1-\langle w^2\rangle/4\phi d$, where the average is over the linearised distribution. Its generating function includes the transverse sum:

$$
M(s)=\int d\epsilon\,f(\epsilon)\int_0^\infty dE_\perp\,e^{s(\epsilon-E_\perp)}
=\frac{Z(s)}{s}=\frac{\pi kT}{s\sin(\pi kTs)} .
$$

Write $a=\pi kT$ and $L=\ln M$. Then $L'=-1/s-a\cot as$ and $L''=1/s^2+a^2/\sin^2as$. Since $\langle w^2\rangle=M''/M=L''+L'^2$, setting $s=1/d$ and $u=\pi x$ gives $\langle w^2\rangle=d^2Q(u)$ with

$$
Q(u)=2+2u\cot u+\frac{u^2(1+\cos^2u)}{\sin^2u}.
$$

For $u\to0$ each of the three terms tends to 2, and $Q=6$. The zero-temperature current is thus reduced by $6d/4\phi=1.5\,d/\phi=3.2$ %. Summing the full WKB transmission over energy and transverse wave number gives $5.24\times10^{-7}$ instead of $5.40\times10^{-7}$ A/cm², a reduction of 3.0 %.

At 300 K and in this field, much of this cancels in the temperature ratio. Dividing the correction at $T$ by that at zero gives

$$
\frac{J(T)}{J(0)}\simeq\frac{\pi x}{\sin\pi x}
\left[1-\frac{d}{4\phi}(Q-6)\right].
$$

At 300 K this is 1.299, and the full WKB ratio is also 1.299, against 1.291 from the simple factor. At 500 K the three values are 2.221, 2.222 and 2.221. This closeness is accidental: the correction changes sign just above 500 K. At 400 K the simple factor is 0.8 % below the full WKB ratio, and at 600 K it is 4.5 % above it. As a test of the order of the expansion, the field was halved with $x$ fixed at 0.384. The error left in the current after the first correction, relative to the linearised current, fell by a factor 3.83. An error of second order in $d/\phi$ should fall by about 4.

**Where the factor fails.** As $x\to1$ the last term of $Q$ grows as $2/(1-x)^2$. The correction is small when $d/[2\phi(1-x)^2]\ll1$, or

$$
1-x\gg\sqrt{d/2\phi}.
$$

The right side is 0.10 here. At 500 K, $1-x=0.36$. At 700 K, $1-x=0.104$ and the condition is broken. The simple factor gives 8.74, while the full WKB ratio is 6.51, so the simple factor is 34 % too high relative to full WKB. The first curvature correction gives 3.02, which is worse: a series whose first correction is of order one cannot be stopped there.

The pole at $x=1$, which for this field means 782 K, belongs to the linearisation. The logarithmic slope of the actual WKB transmission is $\sqrt{1-w/\phi}/d$, which decreases as $w$ rises, and transmission cannot exceed one. The thermal tail therefore wins in the end and the current stays finite. Beyond the pole, with $w\gg kT$ and below the barrier top, the occupation falls as $e^{-w/kT}$. The dominant energy is where the two slopes balance:

$$
\frac{\sqrt{1-w_*/\phi}}{d}=\frac1{kT}
\quad\Longrightarrow\quad w_*=\phi\left(1-\frac1{x^2}\right),\qquad x>1 .
$$

For $x=1.1$ this is already $0.17\phi$, or 0.56 eV. An expansion about the Fermi level is then centred in the wrong place.

**A second field.** Since $d\propto F$, halving the field to 4 MV/cm at 300 K, with barrier and mass fixed, doubles $x$ to 0.768. Then $\pi x=2.412$, $\sin\pi x=0.667$, and the factor is 3.6. The drop of 4 V across the film still exceeds the barrier, so the tunnelling path remains triangular. Here $Q\approx17$ and $d/4\phi=0.0026$, so the first-order curvature correction to the ratio is about $-3$ %; the full WKB sum gives $-2.5$ %. In this model a lower field makes the current much smaller, but relatively more sensitive to temperature. At 4 MV/cm the model current is only about $10^{-20}$ A/cm², far below measurement, so this case illustrates the formula. The leakage of a real oxide at such a field, and its temperature dependence, are set by mechanisms left out here.

## Beyond the triangular WKB barrier

The derivation of the factor needs a logarithmic slope $1/d$ near the Fermi level, not a triangle as such. Other barriers change $d$ and the curvature. Three changes can be compared at 300 K, where the simple factor is 1.291.

Matching Airy functions to the emitter wave, with no reflection from the far side, restores the energy-dependent prefactor that WKB omits. The current itself about doubles, but the ratio is 1.298, practically the full WKB value. If the wave also reflects coherently at the far electrode of the 10 nm film, the ratio is 1.252, or 3 % below the simple factor. Interference makes the transmission depend on energy in a further way. The shift oscillates in sign with thickness: between 9.6 and 10.5 nm the ratio swings between about 1.245 and 1.37. It also assumes that the electron crosses about 6 nm of oxide conduction band without scattering. The value 1.252 thus shows the size of the effect in an ideal film and is not a prediction for a real one.

Image attraction rounds the barrier. With an optical permittivity of 2.1, the WKB current at 300 K rises to $8.8\times10^{-6}$ A/cm², which is 12.6 times the linearised triangular value. The temperature ratio becomes 1.308, which is 1.4 % above the simple factor and 0.7 % above the full WKB ratio of the triangle. The two responses differ because the current contains the exponential of the whole action, whereas the ratio contains mainly its slope. The slope changes little: $d$ goes from 0.0673 to 0.0664 eV.

A barrier that falls on heating is a different matter. A drop $\Delta\phi$ multiplies the current by about $e^{\Delta\phi/d}$. From 300 to 400 K at fixed barrier, the thermal factor raises the current by $1.609/1.291=1.246$. The same gain follows from a drop of

$$
\Delta\phi=d\ln1.246=14.8\ \text{meV},
$$

less than half a per cent of the barrier. A trial drop of 10 meV raises the full WKB current at 400 K by 16 %. A measured temperature dependence therefore cannot be assigned to the Fermi tail until the barrier's own drift is known.

## The numbers beside a real gate

The barrier and mass are rough typical values for an aluminium gate on thermal silicon dioxide, and a 10 nm film is thick enough for the 4 nm tunnelling path at the Fermi level to end inside the oxide. The field of 8 MV/cm is high: it belongs to stress testing rather than long service, and lies not far below a rough breakdown field of 10 MV/cm. The case at 700 K lies well outside normal use of such devices and serves to show the failure near the pole. For the current itself, the broken assumption with the largest effect among those compared above is the sharp triangular barrier, with its factor of 12.6. The rough inputs matter as much: a mass of 0.50 in place of 0.42 lowers the current at 300 K about 17 times and raises the temperature ratio to 1.37, and 0.1 eV in the barrier changes the current about 4.5 times. For the temperature ratio it may be the fixed barrier, since 15 meV of drift doubles the logarithmic gain between 300 and 400 K. At constant current, a rough breakdown charge of 1 C/cm² would be injected in $1.4\times10^6$ s without the image force and $1.1\times10^5$ s with it, about 17 days and 1.3 days. Charge trapped during stress changes the field and the current, so these times are scales, not lifetime predictions. Trapping, tunnelling through defects, phonon assistance and non-parabolic oxide bands are left out, and their effects are not sized here. The remaining values for each temperature are in the numerical output.

## Values computed for the example and the checks

```
Barrier height: 3.20 eV
Oxide tunnelling mass: 0.42 electron masses
Oxide field: 8.0 MV/cm
Oxide thickness: 10.0 nm
Emitter Fermi energy: 10.0 eV
Optical relative permittivity: 2.1
Voltage across oxide: 8.00 V
Tunnelling distance at Fermi level: 4.00 nm
WKB action at Fermi level: 31.676
Transmission at Fermi level: 1.750e-14
Tunnelling energy scale d: 0.06735 eV
Temperature at which x = 1: 781.5 K
Linearised current density at 0 K: 5.396e-07 A/cm2
Full WKB current density at 0 K: 5.236e-07 A/cm2
Linearised current density at 300 K: 6.965e-07 A/cm2
300 K: kT = 0.02585 eV, x = 0.3839, thermal factor = 1.2909
300 K distribution: peak -0.0122 eV, mean -0.0310 eV, std dev 0.0869 eV
300 K ratio J(T)/J(0): first curvature term 1.2991, full WKB 1.2987
300 K ratio J(T)/J(0): Airy 1.2975, coherent film 1.2518, image force 1.3084
400 K: kT = 0.03447 eV, x = 0.5118, thermal factor = 1.6090
400 K distribution: peak 0.0016 eV, mean 0.0040 eV, std dev 0.1084 eV
400 K ratio J(T)/J(0): first curvature term 1.6219, full WKB 1.6213
400 K ratio J(T)/J(0): Airy 1.6181, coherent film 1.5531, image force 1.6450
500 K: kT = 0.04309 eV, x = 0.6398, thermal factor = 2.2205
500 K distribution: peak 0.0247 eV, mean 0.0636 eV, std dev 0.1495 eV
500 K ratio J(T)/J(0): first curvature term 2.2213, full WKB 2.2217
500 K ratio J(T)/J(0): Airy 2.2133, coherent film 2.1374, image force 2.2810
700 K: kT = 0.06032 eV, x = 0.8957, thermal factor = 8.7408
700 K distribution: peak 0.1297 eV, mean 0.5573 eV, std dev 0.5887 eV
700 K ratio J(T)/J(0): first curvature term 3.0226, full WKB 6.5072
700 K ratio J(T)/J(0): Airy 6.4084, coherent film 6.2952, image force 7.0923
Curvature error ratio on halving d: 3.826
Energy scale with image force: 0.06642 eV
Image-force WKB current density at 300 K: 8.803e-06 A/cm2
Image-force gain over linearised current at 300 K: 12.64
Thermal-factor gain from 300 K to 400 K: 1.2464
Trial barrier drop: 10.0 meV
Current gain from trial barrier drop at 400 K: 1.1615
Barrier drop equal to 300-400 K thermal gain: 14.84 meV
Emitter band-bottom weight exp(-E_F/d): 3.3e-65
Collector back-flow weight exp(-eV/d): 2.6e-52
Rough breakdown charge: 1 C/cm2
Time to inject it at 300 K, no image force: 1.4e+06 s
Time to inject it at 300 K, with image force: 1.1e+05 s
```
